# Inflation of the Best Noisy Prediction and Its Correction by Shrinkage: a program that tests the result

```python
"""Winner's curse in screening, and its cure by shrinkage.

Model: prediction y_i = t_i + e_i, errors e_i independent N(0, sigma^2).
The winner w has the largest y_i among n candidates.
m_n = mean of the largest of n standard normal numbers.
Results under test:
  fixed true values:       0 <= E[y_w - t_w] <= sigma*m_n <= sigma*sqrt(2 ln n)
  true values N(mu,tau^2): E[y_w - t_w] = sigma^2*m_n/s, s^2 = sigma^2 + tau^2
  shrinkage estimate:      E[t_w | y] = mu + (tau^2/s^2)*(y_w - mu)
  mu, tau unknown:         y_w - (n-2)*sigma^2/S*(y_w - ybar) has zero mean error,
                           S = sum of (y_i - ybar)^2
Energies are in millihartree (mEh).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import trapezoid
from scipy.special import ndtr
from scipy.stats import norm

MEH_TO_EV = physical_constants["Hartree energy in eV"][0] / 1000.0
mu, tau, sigma, n = 40.0, 6.0, 8.0, 1000
s = np.hypot(tau, sigma)
keep = tau**2 / s**2


def mean_max(count):
    """Mean of the largest of count standard normals, by quadrature."""
    x = np.linspace(-8.0, 30.0, 200001)
    log_cdf = np.log1p(-ndtr(-x))
    density = count * norm.pdf(x) * np.exp((count - 1.0) * log_cdf)
    return trapezoid(x * density, x)


def inflation_fixed(truths, noise):
    """E[y_w - t_w] for fixed true values, from the definition."""
    e = np.linspace(-9 * noise, 9 * noise, 4001)
    total = 0.0
    for i, t in enumerate(truths):
        others = np.delete(truths, i)
        win = np.prod(ndtr((t + e[:, None] - others) / noise), axis=1)
        total += trapezoid(e * norm.pdf(e, scale=noise) * win, e)
    return total


def simulate(count, screens, rng):
    """Repeat the screening; return y_w, t_w, ybar, S for each repeat."""
    parts, done = [], 0
    chunk = max(1, 1000000 // count)
    while done < screens:
        size = min(chunk, screens - done)
        t = mu + tau * rng.standard_normal((size, count))
        y = t + sigma * rng.standard_normal((size, count))
        w = np.argmax(y, axis=1)
        rows = np.arange(size)
        ybar = y.mean(axis=1)
        S = ((y - ybar[:, None])**2).sum(axis=1)
        parts.append(np.array([y[rows, w], t[rows, w], ybar, S]))
        done += size
    return np.concatenate(parts, axis=1)


def mean_and_error(a):
    return a.mean(), a.std(ddof=1) / np.sqrt(a.size)


# Largest of n standard normals: bound, slow limit, improved form
print("n, m_n, sqrt(2 ln n), ratio, b + gamma/b (dimensionless):")
ratios, improved_errors = [], []
for count in (1e1, 1e2, 1e3, 1e6, 1e100):
    m = mean_max(count)
    root = np.sqrt(2 * np.log(count))
    b = norm.isf(1.0 / count)
    improved = b + np.euler_gamma / b
    assert m < root
    ratios.append(m / root)
    improved_errors.append(abs(improved / m - 1))
    print(f"  {count:.0e}  {m:.4f}  {root:.4f}  {m/root:.4f}  {improved:.4f}")
assert np.all(np.diff(ratios) > 0) and ratios[-1] > 0.99
assert np.all(np.diff(improved_errors) < 0) and improved_errors[2] < 0.02

# Fixed true values: two candidates with a gap, then twenty candidates
print("Two candidates, gap d (mEh) and inflation (mEh):")
for gap in (0.0, sigma, 3 * sigma):
    direct = inflation_fixed(np.array([0.0, gap]), sigma)
    formula = sigma / np.sqrt(np.pi) * np.exp(-gap**2 / (4 * sigma**2))
    assert abs(direct - formula) < 1e-6
    print(f"  {gap:.1f}  {direct:.4f}")
equal20 = inflation_fixed(np.zeros(20), sigma)
spread20 = inflation_fixed(np.linspace(0.0, 40.0, 20), sigma)
assert abs(equal20 - sigma * mean_max(20)) < 1e-5
assert 0 < spread20 < equal20
print(f"20 candidates, equal true values: inflation {equal20:.3f} mEh")
print(f"20 candidates, evenly spread over 40 mEh: {spread20:.3f} mEh")

# Expected outcome of the model screening
m_n = mean_max(n)
inflation = sigma**2 * m_n / s
print(f"Model: n = {n}, mu = {mu:.1f}, tau = {tau:.1f}, sigma = {sigma:.1f} mEh")
print(f"Spread of predictions s = {s:.2f} mEh; tau^2/s^2 = {keep:.3f}")
print(f"sigma*sqrt(2 ln n) = {sigma*np.sqrt(2*np.log(n)):.2f} mEh")
print(f"sigma*m_n (equal true values) = {sigma*m_n:.2f} mEh")
print(f"Expected inflation sigma^2*m_n/s = {inflation:.2f} mEh"
      f" = {inflation*MEH_TO_EV:.3f} eV")
print(f"Expected winning prediction = {mu+s*m_n:.2f} mEh")
print(f"Expected true value of winner = {mu+keep*s*m_n:.2f} mEh"
      f" = {(mu+keep*s*m_n)*MEH_TO_EV:.3f} eV")
print(f"Expected best true value present = {mu+tau*m_n:.2f} mEh")

# Posterior from its definition, prior times likelihood
t_grid = np.linspace(-60.0, 160.0, 44001)
y_test = 72.0
weight = norm.pdf(t_grid, mu, tau) * norm.pdf(y_test, t_grid, sigma)
weight /= trapezoid(weight, t_grid)
post_mean = trapezoid(t_grid * weight, t_grid)
post_sd = np.sqrt(trapezoid((t_grid - post_mean)**2 * weight, t_grid))
assert abs(post_mean - (mu + keep * (y_test - mu))) < 1e-6
assert abs(post_sd - tau * sigma / s) < 1e-6
print(f"Posterior for y = {y_test:.1f} mEh: mean {post_mean:.2f},"
      f" std. dev. {post_sd:.2f} mEh")

# Repeated screenings: inflation, bias, scatter, effect of selection
rng = np.random.default_rng(12345)
screens = 20000
y_w, t_w, ybar, S = simulate(n, screens, rng)
raw, raw_se = mean_and_error(y_w - t_w)
shrunk_error = mu + keep * (y_w - mu) - t_w
bias, bias_se = mean_and_error(shrunk_error)
data_error = y_w - (n - 2) * sigma**2 / S * (y_w - ybar) - t_w
data_bias, data_se = mean_and_error(data_error)
true_mean, true_se = mean_and_error(t_w)
assert abs(raw - inflation) < 5 * raw_se
assert abs(bias) < 5 * bias_se and abs(data_bias) < 5 * data_se
assert abs(true_mean - (mu + keep * s * m_n)) < 5 * true_se
rms_raw = np.sqrt(np.mean((y_w - t_w)**2))
rms_shrunk = np.sqrt(np.mean(shrunk_error**2))
rms_data = np.sqrt(np.mean(data_error**2))
assert abs(rms_shrunk / post_sd - 1) < 5 / np.sqrt(2 * screens)
# Among winners alone, true value against prediction keeps the same slope
slope = np.polyfit(y_w, t_w, 1)[0]
slope_se = post_sd / (y_w.std() * np.sqrt(screens))
assert abs(slope - keep) < 5 * slope_se
print(f"{screens} simulated screenings, mean error +- standard error (mEh):")
print(f"  raw prediction {raw:.3f} +- {raw_se:.3f}")
print(f"  shrunken, mu and tau known {bias:.3f} +- {bias_se:.3f}")
print(f"  shrunken, mu and tau from data {data_bias:.3f} +- {data_se:.3f}")
print(f"  rms errors, same order: {rms_raw:.2f}, {rms_shrunk:.2f},"
      f" {rms_data:.2f} mEh")
print(f"  slope of t_w on y_w among winners {slope:.3f} +- {slope_se:.3f}")

# A small screening distinguishes the factor n-2 from its neighbours
small = 6
y6, t6, mean6, S6 = simulate(small, 400000, rng)
print("n = 6, factor in estimate and mean error (mEh):")
for factor in (small - 3, small - 2, small - 1):
    err = y6 - factor * sigma**2 / S6 * (y6 - mean6) - t6
    b6, se6 = mean_and_error(err)
    if factor == small - 2:
        assert abs(b6) < 5 * se6
    else:
        assert abs(b6) > 20 * se6
    print(f"  {factor}  {b6:.3f} +- {se6:.3f}")

# One screening followed in detail
rng_one = np.random.default_rng(7)
t = mu + tau * rng_one.standard_normal(n)
y = t + sigma * rng_one.standard_normal(n)
w = np.argmax(y)
S_one = np.sum((y - y.mean())**2)
removed = (n - 2) * sigma**2 / S_one
known = mu + keep * (y[w] - mu)
from_data = y[w] - removed * (y[w] - y.mean())
print("One simulated screening:")
print(f"  mean prediction {y.mean():.2f} mEh, S = {S_one:.0f} mEh^2")
print(f"  removed fraction (n-2)*sigma^2/S = {removed:.4f}")
print(f"  winning prediction {y[w]:.2f} mEh")
print(f"  shrunken, mu and tau known {known:.2f} mEh")
print(f"  shrunken, mu and tau from data {from_data:.2f} mEh")
print(f"  true value of winner {t[w]:.2f} mEh,"
      f" true rank {1+np.sum(t > t[w])} of {n}")
print(f"  best true value present {t.max():.2f} mEh")

# Population with a rare class of genuine hits: linear shrinkage fails
hit_share, hit_mean, y_hit = 0.01, 80.0, 75.0


def population(x, width):
    return ((1 - hit_share) * norm.pdf(x, mu, width)
            + hit_share * norm.pdf(x, hit_mean, width))


weight = population(t_grid, tau) * norm.pdf(y_hit, t_grid, sigma)
direct = trapezoid(t_grid * weight, t_grid) / trapezoid(weight, t_grid)
h = 1e-3
log_slope = (np.log(population(y_hit + h, s))
             - np.log(population(y_hit - h, s))) / (2 * h)
general = y_hit + sigma**2 * log_slope
prior = population(t_grid, tau)
pop_mean = trapezoid(t_grid * prior, t_grid)
pop_var = trapezoid((t_grid - pop_mean)**2 * prior, t_grid)
linear = pop_mean + pop_var / (pop_var + sigma**2) * (y_hit - pop_mean)
assert abs(general - direct) < 1e-4
assert abs(linear - direct) > 2 * post_sd
print(f"Rare hits: share {hit_share:.2f}, centre {hit_mean:.1f} mEh,"
      f" prediction {y_hit:.1f} mEh")
print(f"  posterior mean by quadrature {direct:.2f} mEh")
print(f"  y + sigma^2 d ln p/dy = {general:.2f} mEh")
print(f"  linear shrinkage, same mean and variance {linear:.2f} mEh")

print("ALL CHECKS PASSED")
```

It prints:

```
n, m_n, sqrt(2 ln n), ratio, b + gamma/b (dimensionless):
  1e+01  1.5388  2.1460  0.7170  1.7320
  1e+02  2.5076  3.0349  0.8263  2.5745
  1e+03  3.2414  3.7169  0.8721  3.2770
  1e+06  4.8629  5.2565  0.9251  4.8749
  1e+100  21.3004  21.4597  0.9926  21.3006
Two candidates, gap d (mEh) and inflation (mEh):
  0.0  4.5135
  8.0  3.5151
  24.0  0.4757
20 candidates, equal true values: inflation 14.940 mEh
20 candidates, evenly spread over 40 mEh: 9.829 mEh
Model: n = 1000, mu = 40.0, tau = 6.0, sigma = 8.0 mEh
Spread of predictions s = 10.00 mEh; tau^2/s^2 = 0.360
sigma*sqrt(2 ln n) = 29.74 mEh
sigma*m_n (equal true values) = 25.93 mEh
Expected inflation sigma^2*m_n/s = 20.75 mEh = 0.565 eV
Expected winning prediction = 72.41 mEh
Expected true value of winner = 51.67 mEh = 1.406 eV
Expected best true value present = 59.45 mEh
Posterior for y = 72.0 mEh: mean 51.52, std. dev. 4.80 mEh
20000 simulated screenings, mean error +- standard error (mEh):
  raw prediction 20.718 +- 0.037
  shrunken, mu and tau known -0.015 +- 0.034
  shrunken, mu and tau from data -0.013 +- 0.034
  rms errors, same order: 21.38, 4.78, 4.88 mEh
  slope of t_w on y_w among winners 0.356 +- 0.010
n = 6, factor in estimate and mean error (mEh):
  3  2.024 +- 0.012
  4  -0.003 +- 0.013
  5  -2.030 +- 0.014
One simulated screening:
  mean prediction 39.51 mEh, S = 100698 mEh^2
  removed fraction (n-2)*sigma^2/S = 0.6343
  winning prediction 71.92 mEh
  shrunken, mu and tau known 51.49 mEh
  shrunken, mu and tau from data 51.36 mEh
  true value of winner 53.68 mEh, true rank 6 of 1000
  best true value present 55.43 mEh
Rare hits: share 0.01, centre 80.0 mEh, prediction 75.0 mEh
  posterior mean by quadrature 73.16 mEh
  y + sigma^2 d ln p/dy = 73.16 mEh
  linear shrinkage, same mean and variance 55.88 mEh
ALL CHECKS PASSED
```
